**Rapid unipolar pulses and electromigration nucleation**

For a long line at constant temperature, rapid pulses of fixed peak current give t_n = t_dc/r², where t_n is the nucleation time, r the duty factor and t_dc the nucleation time at steady peak current. The program integrates the stress-transport equation by finite volumes and asserts agreement with the superposition formula for pulse-end stress, first off-phase relaxation and nucleation time. It also asserts the stored stress, its spreading width and the two-sided bound on the finite-period error. Further assertions cover a line of finite length, including one too short to nucleate, and the duty scaling when diffusivity depends on stress. For the copper example, with rough parameters, the output gives 106 h at steady current and 1693 h at r = 0.25. At that duty, the time falls to 0.943 of the average-current prediction for a 1 h period and to 0.487 for a 100 h period. In the 500 µm line, the model predicts no nucleation at or below a duty of about 0.059.

## Numerical verification

```python
"""Unipolar-pulse electromigration: test t_n = t_dc / duty**2.

Stress obeys d(stress)/dt = d/dx[kappa*(d(stress)/dx + G(t))].
The end x=0 is blocked; G is the electron-wind stress gradient.
t_dc = pi*critical**2/(4*kappa*G_peak**2) is the DC nucleation time.
The law needs a long line, a short period and negligible heating.
Dimensionless tests use kappa=1 at zero stress and G_peak=1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg.lapack import dgtsv
from scipy.optimize import brentq


def simulate(duty, period, critical=1.0, length=30.0,
             stress_factor=0.0, steps=10, t_max=60.0):
    """Finite-volume transport solution, stopped at nucleation."""
    growth = 1.03
    count = int(np.log(1 + length * (growth - 1) / 0.002)
                / np.log(growth))
    widths = 0.002 * growth ** np.arange(count)
    widths *= length / widths.sum()
    gaps = (widths[1:] + widths[:-1]) / 2
    centres = np.cumsum(widths) - widths / 2
    stress = np.zeros(count)
    fractions = np.diff((np.arange(steps + 1) / steps) ** 2)
    phases = [(1.0, duty * period)]
    if duty < 1:
        phases.append((0.0, (1 - duty) * period))
    time, on_time, wall = 0.0, 0.0, 0.0
    peaks, valleys = [], []
    while time < t_max:
        for drive, duration in phases:
            for dt in duration * fractions:
                middle = (stress[1:] + stress[:-1]) / 2
                kappa = np.exp(stress_factor * middle)
                coupling = kappa * dt / gaps
                diagonal = widths.copy()
                diagonal[:-1] += coupling
                diagonal[1:] += coupling
                right = widths * stress
                wind = kappa * drive * dt
                right[:-1] += wind
                right[1:] -= wind
                stress = dgtsv(-coupling, diagonal, -coupling, right)[3]
                before = wall
                wall = stress[0] + drive * widths[0] / 2
                time += dt
                on_time += drive * dt
                if wall >= critical:
                    crossing = time - dt * (wall - critical) / (wall - before)
                    left = centres < length / 2
                    stored = np.sum(stress[left] * widths[left])
                    return dict(time=crossing, on_time=on_time,
                                stored=stored, peaks=np.array(peaks),
                                valleys=np.array(valleys))
            (peaks if drive else valleys).append(wall)
    return dict(time=np.inf)


def pulse_sums(duty, count):
    """Dimensionless superposed stress at the ends of on-phases."""
    k = np.arange(count, dtype=float)
    return np.cumsum(duty / (np.sqrt(k + duty) + np.sqrt(k)))


def first_passage(duty, dc_periods):
    """Nucleation time in periods; dc_periods is t_dc/period."""
    target = np.sqrt(dc_periods)
    sums = pulse_sums(duty, int(dc_periods / duty**2) + 3)
    complete = int(np.searchsorted(sums, target))
    k = np.arange(1, complete + 1, dtype=float)

    def excess(phase):
        old = duty / (np.sqrt(k + phase) + np.sqrt(k + phase - duty))
        return np.sqrt(phase) + old.sum() - target

    return complete + brentq(excess, 0.0, duty)


def finite_end_stress(time, gradient, kappa, length):
    """DC cathode-end stress in a line blocked at both ends."""
    n = np.arange(1, 4001, 2)
    decay = np.exp(-(n * np.pi / length) ** 2 * kappa * time)
    return gradient * length * (0.5 - 4 * np.sum(decay / (n * np.pi) ** 2))


# Independent transport solution against superposition and DC result.
dc_unit = np.pi / 4
dc_run = simulate(1.0, 0.002)
assert abs(dc_run["time"] / dc_unit - 1) < 0.015
for duty in (0.25, 0.5):
    period = 0.05
    run = simulate(duty, period)
    scale = 2 * np.sqrt(period / np.pi)
    expected = scale * pulse_sums(duty, len(run["peaks"]))
    assert np.max(np.abs(run["peaks"] - expected)) < 0.01
    valley = scale * (1 - np.sqrt(1 - duty))
    assert abs(run["valleys"][0] - valley) < 0.005
    predicted = period * first_passage(duty, dc_unit / period)
    assert abs(run["time"] / predicted - 1) < 0.02
    assert abs(run["stored"] / run["on_time"] - 1) < 0.01

# Rapid pulses: remaining differences are finite-period ripple.
rapid = simulate(0.5, 0.002)
rapid_ratio = 0.5**2 * rapid["time"] / dc_unit
assert abs(rapid_ratio - 1) < 0.04
for run in (dc_run, rapid):
    width = np.sqrt(np.pi * run["time"]) / 2
    assert abs(run["stored"] / width - 1) < 0.04

# Rigorous period bounds against first passage from superposition.
for duty in (0.1, 0.3, 0.7):
    for dc_periods in (3.0, 50.0, 2000.0):
        ratio = duty**2 * first_passage(duty, dc_periods) / dc_periods
        lower = (1 - np.sqrt(duty / dc_periods)) ** 2
        upper = 1 + duty**3 / dc_periods
        assert lower - 1e-10 <= ratio <= upper + 1e-10

# Stress-dependent transport changes the prefactor, not the duty law.
nonlinear_dc = simulate(1.0, 0.002, stress_factor=1.0)
nonlinear_pulse = simulate(0.5, 0.002, stress_factor=1.0)
nonlinear_ratio = 0.5**2 * nonlinear_pulse["time"] / nonlinear_dc["time"]
assert nonlinear_dc["time"] < 0.9 * dc_unit
assert abs(nonlinear_ratio - 1) < 0.07

# Finite-line series and the no-nucleation threshold.
short_run = simulate(1.0, 0.02, length=3.0)
short_time = brentq(lambda t: finite_end_stress(t, 1, 1, 3) - 1, 0.1, 20)
assert abs(short_run["time"] / short_time - 1) < 0.015
assert np.isinf(simulate(1.0, 0.05, length=1.9, t_max=15)["time"])

# Rough parameters for an accelerated copper-interconnect test.
temperature = 573.0
current_density = 1e10
resistivity = 5e-8
charge_number = 1.0
diffusivity = 1e-17
modulus = 30e9
atomic_volume = 1.18e-29
critical_stress = 100e6
line_length = 500e-6
thermal_energy = const.k * temperature
force = charge_number * const.e * resistivity * current_density
gradient = force / atomic_volume
kappa = diffusivity * modulus * atomic_volume / thermal_energy
t_dc = np.pi * critical_stress**2 / (4 * kappa * gradient**2)
hour = const.hour

print(f"Temperature: {temperature:.0f} K")
print(f"Peak current density: {current_density/1e10:.2f} MA/cm2")
print(f"Resistivity: {resistivity*1e8:.2f} uOhm cm")
print(f"Effective charge magnitude: {charge_number:.1f} (no unit)")
print(f"Effective diffusivity: {diffusivity*1e4:.1e} cm2/s")
print(f"Effective modulus: {modulus/1e9:.1f} GPa")
print(f"Atomic volume: {atomic_volume*1e27:.4f} nm3")
print(f"Critical stress rise: {critical_stress/1e6:.1f} MPa")
print(f"Line length: {line_length*1e6:.0f} um")
print(f"Wind force per atom: {force:.3e} N")
print(f"Peak wind stress gradient: {gradient/1e12:.3f} MPa/um")
print(f"Stress diffusivity kappa: {kappa*1e4:.3e} cm2/s")
print(f"DC nucleation time: {t_dc/hour:.2f} h")
print(f"DC stress width sqrt(pi*kappa*t)/2: "
      f"{np.sqrt(np.pi*kappa*t_dc)/2*1e6:.2f} um")

for duty in (0.5, 0.25, 0.1, 0.07):
    ideal = t_dc / duty**2
    finite = brentq(
        lambda t: finite_end_stress(t, duty * gradient, kappa, line_length)
        - critical_stress, 0.2 * ideal, 20 * line_length**2 / kappa)
    print(f"Duty {duty:.2f}: long-line time {ideal/hour:.1f} h; "
          f"finite/long time ratio {finite/ideal:.4f}")
minimum_duty = 2 * critical_stress / (gradient * line_length)
print(f"Finite-line threshold duty: {minimum_duty:.4f} (no unit)")

duty = 0.25
print(f"Duty for following period study: {duty:.2f} (no unit)")
print(f"On-time rule prediction: {t_dc/duty/hour:.1f} h")
remaining = (1 - np.sqrt(1 - duty)) / np.sqrt(duty)
print(f"First-pulse stress left after off-phase: {100*remaining:.1f} %")
for period in (10.0, hour, 10 * hour, 100 * hour):
    ratio = duty**2 * first_passage(duty, t_dc / period) * period / t_dc
    print(f"Period {period/hour:.5g} h: actual/average-law time "
          f"{ratio:.5f} (no unit)")

fast_period = 1e-6
fast_root = np.sqrt(duty * fast_period / t_dc)
fast_rise = 2 * gradient * np.sqrt(kappa * duty * fast_period / np.pi)
print(f"Fast period: {fast_period*1e6:.1f} us")
print(f"Fast-pulse maximum early-time error: "
      f"{100*(2*fast_root-fast_root**2):.2e} %")
print(f"Formal stress rise in one fast pulse: {fast_rise/1e6:.2e} MPa")
print(f"Formal diffusion length in fast period: "
      f"{np.sqrt(kappa*fast_period)*1e9:.4f} nm")

# Sizes of effects left out of the constant-temperature linear model.
hop_length = 0.256e-9
hop_bias = force * hop_length / (2 * thermal_energy)
mp.mp.dps = 40
bias = mp.mpf(hop_bias)
hop_error = duty * mp.sinh(bias) / mp.sinh(duty * bias) - 1
print(f"Hop length used: {hop_length*1e9:.3f} nm")
print(f"Half-hop work divided by kT: {hop_bias:.2e} (no unit)")
print(f"Nonlinear hop-bias averaging error: {float(hop_error):.2e} (no unit)")

line_height = 200e-9
oxide_thickness = 500e-9
oxide_conductivity = 1.2
activation_energy = 0.9
heating = (current_density**2 * resistivity * line_height
           * oxide_thickness / oxide_conductivity)
rate_factor = np.exp(activation_energy * const.e / const.k
                     * (1 / temperature - 1 / (temperature + heating)))
print(f"Line height: {line_height*1e9:.0f} nm")
print(f"Oxide thickness: {oxide_thickness*1e9:.0f} nm")
print(f"Oxide thermal conductivity: {oxide_conductivity:.2f} W/(m K)")
print(f"Activation energy for heating estimate: {activation_energy:.2f} eV")
print(f"DC heating without lateral heat spread: {heating:.3f} K")
print(f"Resulting diffusivity increase: {100*(rate_factor-1):.2f} %")
stress_exponent = atomic_volume * critical_stress / thermal_energy
print(f"Diffusivity rise at critical stress, exponential estimate: "
      f"{100*np.expm1(stress_exponent):.1f} %")
drift_speed = diffusivity * force / thermal_energy
print(f"Peak-current drift speed: {drift_speed*1e9*hour:.3f} nm/h")
for duty in (1.0, 0.25):
    void_length = drift_speed * t_dc / duty
    print(f"Stored void-equivalent length at duty {duty:.2f}: "
          f"{void_length*1e9:.1f} nm")
print(f"Rapid-pulse transport test, scaled time ratio: {rapid_ratio:.4f}")
print(f"Stress-dependent transport, scaled time ratio: {nonlinear_ratio:.4f}")
print(f"Stress-dependent/constant-kappa DC time in test: "
      f"{nonlinear_dc['time']/dc_unit:.4f}")
print("all tests passed")
```

Running it gives:

```
Temperature: 573 K
Peak current density: 1.00 MA/cm2
Resistivity: 5.00 uOhm cm
Effective charge magnitude: 1.0 (no unit)
Effective diffusivity: 1.0e-13 cm2/s
Effective modulus: 30.0 GPa
Atomic volume: 0.0118 nm3
Critical stress rise: 100.0 MPa
Line length: 500 um
Wind force per atom: 8.011e-17 N
Peak wind stress gradient: 6.789 MPa/um
Stress diffusivity kappa: 4.475e-12 cm2/s
DC nucleation time: 105.79 h
DC stress width sqrt(pi*kappa*t)/2: 11.57 um
Duty 0.50: long-line time 423.1 h; finite/long time ratio 1.0000
Duty 0.25: long-line time 1692.6 h; finite/long time ratio 1.0000
Duty 0.10: long-line time 10578.5 h; finite/long time ratio 1.0109
Duty 0.07: long-line time 21588.8 h; finite/long time ratio 1.1896
Finite-line threshold duty: 0.0589 (no unit)
Duty for following period study: 0.25 (no unit)
On-time rule prediction: 423.1 h
First-pulse stress left after off-phase: 26.8 %
Period 0.0027778 h: actual/average-law time 0.99695 (no unit)
Period 1 h: actual/average-law time 0.94309 (no unit)
Period 10 h: actual/average-law time 0.82855 (no unit)
Period 100 h: actual/average-law time 0.48716 (no unit)
Fast period: 1.0 us
Fast-pulse maximum early-time error: 1.62e-04 %
Formal stress rise in one fast pulse: 8.10e-05 MPa
Formal diffusion length in fast period: 0.0212 nm
Hop length used: 0.256 nm
Half-hop work divided by kT: 1.30e-06 (no unit)
Nonlinear hop-bias averaging error: 2.62e-13 (no unit)
Line height: 200 nm
Oxide thickness: 500 nm
Oxide thermal conductivity: 1.20 W/(m K)
Activation energy for heating estimate: 0.90 eV
DC heating without lateral heat spread: 0.417 K
Resulting diffusivity increase: 1.33 %
Diffusivity rise at critical stress, exponential estimate: 16.1 %
Peak-current drift speed: 0.365 nm/h
Stored void-equivalent length at duty 1.00: 38.6 nm
Stored void-equivalent length at duty 0.25: 154.3 nm
Rapid-pulse transport test, scaled time ratio: 0.9737
Stress-dependent transport, scaled time ratio: 0.9607
Stress-dependent/constant-kappa DC time in test: 0.8637
all tests passed
```
